# The sp3 Bethe Lattice: Merged Low Valence Peaks, Surviving Gap

## The surface problem of a ringless network

Suppose one wants to know what closed rings of bonds do to the valence band of a tetrahedral semiconductor. The direct attempt is to build a finite cluster without rings and diagonalize it. This fails because of the surface. A fourfold tree with four shells has $1+4+12+36+108=161$ atoms, of which 108, or 67 %, lie in the last shell with three bonds missing. Adding shells does not help, since each is three times larger than the one before. A density of states averaged over such a cluster describes mostly its surface.

The remedy is to compute the Green function of one interior atom and to replace each infinite branch attached to it by a self-energy. For $sp^3$ orbitals this is a $4\times4$ matrix obeying a closed equation. Its plain iteration can stall inside the bands, so the equation needs a convergence analysis as well as a derivation.

## Hamiltonian and conventions

Each atom carries the orbitals $s,x,y,z$, taken as orthonormal. Energies are measured from the $p$ level, so that $E_0=\mathrm{diag}(\varepsilon_s,0,0,0)$. Only nearest neighbours couple. For a bond leaving an atom along the unit vector $\mathbf u$, the hopping matrix, with rows on that atom and columns on its neighbour, is

$$
V(\mathbf u)=\begin{pmatrix}V_{ss\sigma}& V_{sp\sigma}\mathbf u^T\\ -V_{sp\sigma}\mathbf u & (V_{pp\sigma}-V_{pp\pi})\mathbf u\mathbf u^T+V_{pp\pi}\mathbf 1\end{pmatrix}.
$$

The sign change in the lower left block arises because a $p$ orbital is odd: seen from the neighbour, the bond points along $-\mathbf u$. With $P=\mathrm{diag}(1,-1,-1,-1)$, this reads $V(\mathbf u)^T=V(-\mathbf u)=PV(\mathbf u)P$.

Harrison scaling sets $V=\eta\,\hbar^2/(md^2)$. The example uses rough silicon-like parameters: $d=0.235$ nm, $\varepsilon_s=-7.20$ eV and $\eta=(-1.32,1.42,2.22,-0.63)$ for $ss\sigma,sp\sigma,pp\sigma,pp\pi$. The energy unit is then 1.380 eV, and the couplings are $-1.821$, $1.959$, $3.063$ and $-0.869$ eV. Densities of states are per atom and per spin.

The crystal and the tree have the same on-site energies, couplings, bond length and tetrahedral angles. Only the way the bonds connect the atoms differs.

## The closed self-energy equation

Let $\mathbf u_1,\dots,\mathbf u_4$ be the bonds of the central atom and $V_j=V(\mathbf u_j)$. With a source $\phi$ on that atom, the resolvent equations are

$$
(z-E_0)\psi_0-\sum_jV_j\psi_j=\phi,\qquad \psi_j=g_jV_j^T\psi_0 ,
$$

where $\psi_j$ is the amplitude on neighbour $j$ and $g_j$ is the Green matrix of that neighbour with its bond to the centre cut. The second equation holds because, on a tree, a branch is reached through one bond alone. Substitution gives

$$
G=\Big[z-E_0-\sum_j\Sigma_j\Big]^{-1},\qquad \Sigma_j=V_jg_jV_j^T .
$$

The neighbour has three further branches, equivalent to those of the centre. Choose $\mathbf u_1=(1,1,1)/\sqrt3$. The rotations $R_1=\mathbf 1$, $R_2=\mathrm{diag}(1,1,-1,-1)$, $R_3=\mathrm{diag}(1,-1,1,-1)$ and $R_4=\mathrm{diag}(1,-1,-1,1)$ carry bond 1 onto the four bonds, so $\Sigma_j=R_j\Sigma_1R_j^T$. The bonds of the neighbour point along $-\mathbf u_j$, which brings in $P$:

$$
\Sigma_1=F(\Sigma_1)=V_1\Big[z-E_0-\sum_{j=2}^{4}PR_j\Sigma_1R_j^TP\Big]^{-1}V_1^T. \tag{1}
$$

**Dihedral angles drop out.** Start from $\Sigma_1=0$ and suppose that at some step $\Sigma(\mathbf u)$ is symmetric about its bond. It then has four entries: $a$ for $ss$, $c$ for $s$ with $p$ along the bond, $b$ for $p$ along the bond, and $d_\pi$ for each transverse $p$. For a tetrahedron $\sum_j\mathbf u_j=0$ and $\sum_j\mathbf u_j\mathbf u_j^T=\tfrac43\mathbf 1$. The sum over all four branches therefore has no $sp$ part. Its $ss$ entry is $4a$, and its $p$ block is

$$
4d_\pi+\tfrac43(b-d_\pi)=\tfrac43(b+2d_\pi)
$$

times the unit matrix. The three outer branches of the neighbour equal this isotropic sum minus the branch along $-\mathbf u_1$, whose $sp$ entry is $-c$. In the frame of bond 1 the subtraction leaves

$$
ss:\ 3a,\qquad s\sigma:\ c,\qquad \sigma\sigma:\ \tfrac13(b+8d_\pi),\qquad \pi\pi:\ \tfrac13(4b+5d_\pi).
$$

This is again symmetric about the bond, so the next iterate is too. Turning the outer bonds about the connecting bond changes nothing, and the result covers every choice of dihedral angles, provided the bond angles stay tetrahedral.

As a test, the 161-atom tree was built with random dihedral angles and its full matrix inverted at three complex energies. Its central $4\times4$ block agreed with four steps of (1), started from zero, to $5\times10^{-16}$ eV$^{-1}$.

## Convergence and error of the iteration

From here on $\eta$ denotes an energy broadening, not the Harrison coefficients. Let $z=E+i\eta$ with $\eta>0$, and define $\mathrm{Im}\,A=(A-A^\dagger)/2i$. Write $M$ for the bracket in (1). If $\mathrm{Im}\,\Sigma_1\le0$, then $\mathrm{Im}\,M\ge\eta$, hence $\|M^{-1}\|\le1/\eta$ and

$$
\mathrm{Im}\,F=-V_1M^{-1}(\mathrm{Im}\,M)M^{-\dagger}V_1^T .
$$

Take the domain $\mathrm{Im}\,\Sigma<0$, $\|\Sigma\|<R$ with $R>\|V_1\|^2/\eta$. There $\|M\|$ is bounded. Since $V_1$ is invertible for these couplings, $\mathrm{Im}\,F$ lies below a fixed negative multiple of the unit matrix, while $\|F\|\le\|V_1\|^2/\eta<R$. The holomorphic map $F$ thus sends the domain strictly inside itself. By the Earle–Hamilton theorem it has one fixed point there, and iteration converges to it. The averaged map

$$
\Sigma\leftarrow\tfrac12\left[\Sigma+F(\Sigma)\right] \tag{2}
$$

also lands strictly inside, at half the margin or more, and has the same fixed point.

Convergence may still be slow. The reason is visible in the one-orbital tree with hopping $t$, where $\sigma=F(\sigma)=t^2/(z-3\sigma)$ and

$$
F'=\frac{3t^2}{(z-3\sigma)^2}=\frac{3\sigma^2}{t^2}.
$$

The fixed point solves $3\sigma^2-z\sigma+t^2=0$. Inside the band, as $\eta\to0$, the two roots are complex conjugates with product $t^2/3$. Hence $|\sigma|^2=t^2/3$ and $|F'|=1$: the error of the plain iteration turns in the complex plane without shrinking. If $F'=e^{i\theta}$, averaging changes the multiplier to $(1+e^{i\theta})/2$, of modulus $|\cos(\theta/2)|$. At the band centre $\sigma=-it/\sqrt3$, so $F'=-1$ and the averaged multiplier vanishes.

The remaining slow points lie at and just inside the band edges. At $z=2\sqrt3\,t+i\eta$ put $r=\sqrt{z^2-12t^2}\simeq\sqrt{4\sqrt3\,i\eta t}$. Then $\sigma=(z-r)/6$, and to first order in $r$

$$
F'\simeq1-\frac{r}{\sqrt3\,t}.
$$

The number of steps therefore grows as $\eta^{-1/2}$ exactly at an edge. The slowest point of (2) lies slightly inside the band. At depth $\delta\gg\eta$ below the edge, the averaged multiplier falls short of unit modulus by one term of order $\eta/\sqrt{t\delta}$, from $\mathrm{Re}\,r$, and another of order $\delta/t$, from $\theta^2/8$. Their sum is smallest at $\delta\sim\eta^{2/3}t^{1/3}$, where the number of steps grows as $\eta^{-2/3}$. For $\eta=10^{-4}t$ an error of $10^{-8}t$ takes about 2600 steps at the edge and about 11000 at $\delta\simeq1.6\times10^{-3}t$. The expression for $F'$ also governs the stopping error. Linearizing about the fixed point, a residual $\rho=F(\sigma)-\sigma$ corresponds to an error of magnitude $|\rho|/|1-F'|$, so a small residual is amplified by a factor of order $\eta^{-1/2}$. For the matrix equation $1-F'$ becomes $1-J$, with $J$ the Jacobian of $F$. The scalar rates are then a guide and not a bound.

The procedure at each energy is:

1. Set $\Sigma_1=0$ and evaluate $F(\Sigma_1)$ from (1).
2. Record the residual and update by (2).
3. Repeat until the residual is small compared with the accuracy wanted, allowing for the amplification near edges.
4. Rotate $\Sigma_1$ onto all four bonds, form $G$, and take $D(E)=-\mathrm{Im}\,\mathrm{Tr}\,G/\pi$.

## A solvable limit that explains the dip

The valence band of the diamond crystal has two low-lying peaks, near $-11.6$ and $-7.9$ eV, with a deep dip between them. On the tree this dip is almost filled. A simpler model shows why. Keep only the coupling $V_2$ between the two hybrids that face each other along a bond. With $h=(s+\sqrt3\,p_\sigma)/2$ on each atom, $p_\sigma$ pointing towards the other atom,

$$
V_2=\tfrac14\left(V_{ss\sigma}-2\sqrt3\,V_{sp\sigma}-3V_{pp\sigma}\right)\simeq-4.45\ \mathrm{eV}.
$$

Write $\varepsilon_s=4V_1$, where the scalar $V_1=-1.80$ eV is not to be confused with the matrix above. If $S$ exchanges facing hybrids and $P_s$ projects on the $s$ orbitals, then $H=4V_1P_s+V_2S$. Because $S^2=1$,

$$
(E-V_2S)^{-1}=\frac{E+V_2S}{E^2-V_2^2}.
$$

The overlap of an $s$ orbital with each of its hybrids is $\tfrac12$, so $P_sSP_s=A/4$, where $A$ is the adjacency matrix of the network. Eliminating everything but the $s$ orbitals gives

$$
G_{s}=\frac{E+V_2A/4}{E^2-V_2^2-4V_1E-V_1V_2A}.
$$

Each eigenvalue $\epsilon$ of $A$ thus produces the levels

$$
E=2V_1\pm\sqrt{4V_1^2+V_2^2+V_1V_2\,\epsilon}. \tag{3}
$$

In diamond $\epsilon=\pm|f(\mathbf k)|$, where $f$ is a sum of four phase factors. It vanishes on lines in $\mathbf k$ space where the phases cancel in pairs. Around a line, the volume with $|f|<\epsilon$ scales as $\epsilon^2$, so the density of $\epsilon$ falls linearly to zero. Where two such lines cross, a logarithm is added, and the density still vanishes.

On the tree there is no such cancellation. The one-orbital recursion with $t=1$ and $z=w$, taking the branch of the root that approaches $w$ at large $|w|$ and is cut only along the band, gives

$$
g(w)=\frac1{w-4\sigma}=\frac{3}{w+2\sqrt{w^2-12}},\qquad
D_A(\epsilon)=\frac{2\sqrt{12-\epsilon^2}}{\pi(16-\epsilon^2)} .
$$

At $\epsilon=0$ this is $0.138$, against a maximum of $0.159$ at $\epsilon^2=8$. The zero of the crystal has become a depression of 13 % in the density of $\epsilon$. To obtain a density in energy, (3) requires the further factor $|d\epsilon/dE|=2|E-2V_1|/(V_1V_2)$. For the lower level this factor grows towards lower energy and outweighs the shallow depression, so in this limit the tree has no minimum at all near $\epsilon=0$.

For $\epsilon=0$ the lower level of (3) is $-3.60-\sqrt{12.96+19.8}\simeq-9.32$ eV. The full model has a doubly degenerate level at X at $-9.38$ eV, so the limit places the dip well. It does not give the bandwidth: at $\epsilon=4$ it puts the bottom at $-11.65$ eV, whereas the full crystal has $-14.49$ eV.

The limit also tests the matrix solver. With $Q=E^2-V_2^2-4V_1E$ and $w=Q/(V_1V_2)$, division of the fraction for $G_s$ gives its local element on the tree,

$$
G_{ss}=-\frac1{4V_1}+\frac{E+Q/(4V_1)}{V_1V_2}\,g(w).
$$

At real energies $-11,-8,-2$ and $3$ eV, each with imaginary part 0.3 eV, iteration of the $4\times4$ matrix agreed with this to $9\times10^{-10}$ eV$^{-1}$.

## Isolating the rings

The moment $\mu_n=\int E^nD(E)\,dE$ is the sum over closed walks of $n$ steps from an atom, including steps that stay on site. On the tree every closed walk retraces its bonds. Diamond has the same retracing walks, and its shortest ring has six bonds, so $\mu_0$ to $\mu_5$ must coincide. The computed moments do; for example, both structures have $\mu_4=12311.5$ eV$^4$.

At sixth order the new walks never turn straight back. Steps alternate between $+\mathbf u_j$ and $-\mathbf u_j$, so closure requires the three outward labels to match the three return labels. A repeated label would occupy four of the six positions and force a backtrack. The labels are therefore distinct and the sequence is $a,c,b,a,c,b$, giving $4\cdot3\cdot2=24$ directed walks and

$$
\mu_6^{\rm crystal}-\mu_6^{\rm tree}=\sum_{a,b,c\ \rm distinct}\mathrm{Tr}\left(V_aV_c^TV_bV_a^TV_cV_b^T\right).
$$

The two moments are $1580627.3$ and $1579646.6$ eV$^6$. Their difference, 980.7 eV$^6$, equals the directly evaluated ring sum. Longer ring walks enter the higher moments.

## What happens to the two peaks

Both densities were given the same Lorentzian half width, 0.10 eV. For the tree this means evaluating $G$ at $E+0.10i$ eV.

| Crystal feature | $E$ (eV) | Crystal $D$ (eV⁻¹) | Tree $D$ (eV⁻¹) |
|---|---:|---:|---:|
| lower peak | −11.64 | 0.171 | 0.115 |
| dip | −9.38 | 0.035 | 0.110 |
| upper peak | −7.90 | 0.235 | 0.117 |

Define the dip depth as the largest value of $1-D(E)/D_<$, where $D_<$ is the smaller of the highest densities found on either side of $E$, and end the window at the upper crystal peak. For the crystal this is $1-0.035/0.171\simeq80$ %. Refining the mesh from 32 to 48 points per axis moved it by 0.8 percentage points. A mesh about 13 times denser still gives 79.4 %, with the lower peak at $-11.65$ eV, so the depth is 79 to 80 %. This figure is set by the broadening. The lowest band is flat along X–W at $-9.38$ eV, and the depth rises to 88 % at 0.05 eV and 93 % at 0.025 eV. For the tree it is 6 %, or 5 % when the broadening is reduced to 0.01 eV.

The two crystal peaks therefore merge only in a limited sense. At 0.01 eV broadening the tree has no second low-energy maximum. It has a broad, nearly flat shelf, with a weak maximum of 0.125 eV$^{-1}$ at $-12.98$ eV and a shallow minimum of 0.110 eV$^{-1}$ at $-9.64$ eV. Beyond the minimum the density rises to the main upper maximum at $-4.66$ eV. Measured from the weak maximum, the depression is 12 %; the smaller figure above reflects the chosen window.

## What happens to the gap

A band edge is blurred by $\eta$, so it is located from the way $D$ scales with $\eta$. In a gap, $D\simeq(\eta/\pi)\int D_0(E')\,dE'/(E-E')^2$, with $D_0$ the unbroadened density, and the power of $\eta$ is 1. Inside a band it is 0. At a square-root edge $\mathrm{Im}\sqrt{i\eta}=\sqrt{\eta/2}$, and the power is $\tfrac12$. The edge is taken where the power, found from $D$ at $\eta$ and $\eta/2$, crosses $\tfrac12$.

The tree valence band ends at $-2.65$ eV and its conduction band starts at $0.27$ eV, a gap of 2.92 eV. Lowering $\eta$ from 8 to 2 meV changed it by 1 meV. The crystal edges are $-1.77$ and $-0.02$ eV, a gap of 1.75 eV. The gap thus survives and widens by 1.17 eV, of which 0.89 eV comes from the valence edge. The cause of the widening is not analysed here.

To show that this gap separates filled from empty states, place $\mu$ inside it. A level at $\varepsilon$ contributes

$$
\frac1\pi\int_0^\infty\mathrm{Re}\frac{1}{\mu-\varepsilon+iy}\,dy=\tfrac12\,\mathrm{sgn}(\mu-\varepsilon).
$$

Summed over the four orbitals per atom, this is $(N_<-N_>)/2$, with $N_<+N_>=4$. Hence

$$
N_<=2+\frac1\pi\int_0^\infty\mathrm{Re}\,\mathrm{Tr}\,G(\mu+iy)\,dy .
$$

The integral gave $N_<=2.0000000$. With two spins, these states hold the four valence electrons of each atom.

## Sensitivity to bond length and angle

With $\varepsilon_s$ held fixed, shortening all bonds by 2 % multiplies the couplings by $0.98^{-2}=1.041$ and raises the tree gap by 0.33 eV. Lengthening them by 2 % lowers it by 0.31 eV. The relative change, about 11 %, exceeds that of the couplings because the $s$–$p$ splitting $\Delta=7.20$ eV opposes the gap. The gap $E_g$ is homogeneous of degree one in all energies, so $E_g=\partial E_g/\partial\ln V+\partial E_g/\partial\ln\Delta$. The two runs give

$$
\frac{\partial E_g}{\partial\ln V}\simeq\frac{0.636}{0.080}\simeq7.95\ \mathrm{eV},\qquad
\frac{\partial E_g}{\partial\ln\Delta}\simeq2.92-7.95\simeq-5.0\ \mathrm{eV}.
$$

Near these parameters, 0.1 eV more splitting costs about 0.07 eV of gap.

Angular disorder was sized by distorting the bonds of a central atom and three shells, then attaching the ideal self-energy outside. Bond lengths were kept fixed. The rms angle deviation was about 11° at the central atom and about 10° at the shell atoms, where the bond pointing inwards served as the fixed reference. The average over 16 clusters had a dip depth of 4 %. Other sets of 16 random clusters give 4 to 9 %, so the figure cannot be told apart from the 6 % of the ideal tree, but it stays far below the 80 % of the crystal, so the merged shelf remained. The formerly clean gap gained $0.069\pm0.007$ states per atom and spin, a count that includes Lorentzian tails at 0.10 eV broadening. The quoted error understates the scatter: other sets of 16 clusters give 0.06 to 0.10, with a mean near 0.08. The count cannot separate new states deep in the gap from the tails of shifted band states, so a clean gap is shown here only for the undistorted tree.

## Relation to real silicon

The bond length is close to that of silicon, and angle deviations near 10° are a rough typical size for its amorphous form. The crystal gap of the model, 1.75 eV, is well above the real value of roughly 1.1 eV. Its lowest conduction level lies at L, whereas that of real silicon lies near X; excited $s$ states and more distant neighbours are missing. Real amorphous silicon also contains rings, which the tree removes altogether. In this model that removal moves the gap by 1.17 eV, so 2.92 eV is no prediction for the material. The comparison establishes that fourfold bonding without rings suffices for a gap here, while, in this model, the deep dip between the low peaks requires ring closure. The flat band along X–W behind that depth is a property of nearest-neighbour coupling, so the depth itself is no prediction for crystalline silicon. It does not tell which mixture of ring sizes would fill the dip in a real network. The numerical output below lists the densities at further energies.

## Calculated quantities

```
bond length 0.235 nm; s level minus p level -7.20 eV
V ss-sigma, sp-sigma, pp-sigma, pp-pi (eV): [-1.821  1.959  3.063 -0.869]
explicit tree: 161 atoms, max G error 4.7e-16 1/eV
hybrid-only closed form: max G error 8.7e-10 1/eV
moments 2,4,5 crystal (eV^n): 139.398 12311.514 -131000.969
moments 2,4,5 tree    (eV^n): 139.398 12311.514 -131000.969
moment 6 crystal 1580627.3, tree 1579646.6 eV^6
six-ring walks sum 980.7 eV^6
crystal levels, eV from p level, lowest five:
  Gamma [-14.485  -1.766  -1.766  -1.766   0.085]
  X     [-9.382 -9.382 -5.243 -5.243  2.182]
  L     [-11.793  -7.898  -3.505  -3.505  -0.02 ]
crystal valence top -1.766, conduction bottom -0.020 eV
crystal gap 1.747 eV; mesh 20->32 shift +0.0000 eV
tree valence top -2.652, conduction bottom 0.270 eV
tree gap 2.922 eV; broadening 8->2 meV shift +0.0012 eV
filled orbitals per atom below tree gap 2.0000000
common broadening (half width) 0.10 eV; DOS in 1/eV/atom/spin
crystal lower peak at -11.64 eV: crystal 0.171, tree 0.115
crystal dip at -9.38 eV: crystal 0.035, tree 0.110
crystal upper peak at -7.90 eV: crystal 0.235, tree 0.117
dip depth: crystal 79.7 %, tree 5.83 %
crystal dip depth, mesh 32->48 shift -0.80 points
tree dip depth at 0.01 eV broadening 4.76 %
tree valence maxima at 0.01 eV broadening (eV: DOS):
  -12.98: 0.125, -4.66: 0.388
tree valence minima at 0.01 eV broadening (eV: DOS):
  -9.64: 0.110
energy (eV), crystal DOS, tree DOS:
  -13.00  0.082  0.119
  -12.00  0.140  0.117
  -11.00  0.146  0.112
  -10.00  0.084  0.110
   -9.00  0.068  0.111
   -8.00  0.211  0.116
   -7.00  0.115  0.128
   -6.00  0.087  0.164
   -5.00  0.454  0.361
   -4.00  0.373  0.363
   -3.00  0.164  0.269
bond length x 0.98: tree gap change +0.328 eV
bond length x 1.02: tree gap change -0.308 eV
bond-angle disorder: rms deviation 10.8 degrees, 16 clusters
  dip depth with disorder 3.6 %
  extra states in clean gap 0.0692 +- 0.0065 per atom and spin
```
